# Slab dipole and polarisability from uncorrected periodic cells

## The problem

A neutral slab, periodic in its own plane, is repeated along its normal $z$ with period $L$. The electrostatic potential is periodic and no dipole correction is applied. For each cell height the self-consistent dipole per area is

$$m=\int_{\rm cell} z\,\rho(z)\,dz ,$$

where $\rho(z)$ is the charge density of electrons and ions, averaged over the plane. The cell is cut in the vacuum, where $\rho=0$. The slab is neutral, so $m$ does not depend on the origin of $z$. Its unit is C/m, and $m/\varepsilon_0$ is a voltage.

The data belong to a metallic film of two jellium layers, 0.5 nm and 0.6 nm thick, with density parameters 2 and 4 bohr. The $z$ axis points from the denser layer to the more dilute one. The level of theory is Kohn–Sham in the local density approximation (Slater exchange, Perdew–Zunger correlation) at 300 K.

| $L$ (nm) | $m/\varepsilon_0$ (V) |
|---|---|
| 3.0 | 1.40248 |
| 3.5 | 1.27354 |
| 4.0 | 1.19136 |
| 5.0 | 1.09262 |
| 6.0 | 1.03539 |

Let $m_0$ be the dipole per area of the isolated slab in zero field. Let $\alpha=dm/dE$ at $E=0$ be its polarisability per area, where $E$ is the uniform field in the vacuum outside the slab, not the field inside it.

1. Find the field in the vacuum of the periodic cell.
2. Show that, within linear response, $1/m$ is a linear function of $1/L$. For which $L$ does the result make sense?
3. Extract $m_0$ and $\alpha$ from the data, and interpret $\alpha$.
4. How does the plot bend when the response is not quite linear, and what happens when the vacuum is too thin?

## Hints

**Hint 1.** A periodic potential fixes the integral of the field over one cell. Integrate that integral by parts and use Gauss's law.

**Hint 2.** Compare the slab in its cell with an isolated slab in an applied field. What could tell the slab which situation it is in?

**Hint 3.** The field that polarises the slab is itself produced by the polarised slab. Write the linear response with this field and solve for $m$ before inverting.

**Hint 4.** For part 4, add a term in $E^2$ to the response and divide the equation by $m\,m_0$.

## Solution

### 1. The vacuum field

Let the cell run from $z_a$ to $z_b=z_a+L$, with both ends in the vacuum. The averaged field obeys Gauss's law, $\varepsilon_0\,dE/dz=\rho$. It is uniform in the vacuum, because $\rho=0$ there. Since the slab is neutral, the field has the same value $E_{\rm vac}$ on both sides. The potential takes equal values at $z_a$ and $z_b$, so

$$0=\int_{z_a}^{z_b}E\,dz=\Big[zE\Big]_{z_a}^{z_b}-\int_{z_a}^{z_b} z\,\frac{dE}{dz}\,dz .$$

The boundary term is $(z_b-z_a)E_{\rm vac}=L\,E_{\rm vac}$, and the last integral is $m/\varepsilon_0$. Hence

$$E_{\rm vac}=\frac{m}{\varepsilon_0L}. \tag{1}$$

The field points along the dipole and therefore enlarges it. In the 3 nm cell it is $1.40248/3.0=0.467$ V/nm. The slope of the computed periodic potential at the cell edge gives the same value.

The average over the plane hides lateral structure. In the vacuum a lateral Fourier component $V_G(z)$ of the potential obeys $V_G''=G^2V_G$, so it decays as $e^{-Gz}$ away from the surface. Equation (1) describes the whole vacuum field once these components have died out.

### 2. The straight line

Consider the same slab, isolated, in an applied field equal to $E_{\rm vac}$. A neutral planar charge distribution adds no field outside itself, so the field on both sides is again $E_{\rm vac}$. For the same $\rho(z)$, Gauss's law then gives the same field at every point of the slab, and the potentials differ by a constant at most. If neighbouring densities do not overlap and the exchange-correlation potential depends on the density locally or semilocally, the electrons obey the same equations in both situations. Therefore

$$m(L)=m_{\rm iso}(E_{\rm vac}). \tag{2}$$

Nothing has been assumed about linearity so far. As a test, the isolated film was computed with open boundaries in the field of the 3 nm cell. It gave $m/\varepsilon_0=1.40248$ V, equal to the periodic value in all printed digits. Strictly, a metal film in an unbounded uniform field is only metastable, because far away the potential energy of an electron falls below the Fermi level. In this field that happens about 8 nm from the dense face. Tunnelling over such a distance is negligible, and the box of the calculation, 3.6 nm long, ends well before that point.

Linear response is the statement $m_{\rm iso}(E)=m_0+\alpha E$. With (1) and (2),

$$m=m_0+\frac{\alpha}{\varepsilon_0L}\,m .$$

Collecting the terms in $m$ gives

$$m\left(1-\frac{\alpha}{\varepsilon_0L}\right)=m_0,\qquad m=\frac{m_0}{1-\alpha/(\varepsilon_0L)} . \tag{3}$$

For $m_0\neq0$ the inverse is

$$\boxed{\;\frac1m=\frac1{m_0}-\frac{\alpha}{\varepsilon_0m_0}\,\frac1L\;} \tag{4}$$

No expansion in $1/L$ was made. Within linear response the line is straight even where $m$ is far from $m_0$.

**Allowed cell heights.** Equation (3) diverges at $L=\alpha/\varepsilon_0$, and an energy argument shows why. Giving the isolated slab a dipole $m$ costs $(m-m_0)^2/(2\alpha)$ per area, because minimising this cost minus $mE$ returns $m=m_0+\alpha E$. In the periodic cell the field is $E_s+E_{\rm vac}$, where $E_s$ is the field of the isolated slab, which vanishes outside it. The integration by parts of part 1, now without a boundary term, gives $\int E_s\,dz=-m/\varepsilon_0$. The field energy per area therefore changes by

$$\varepsilon_0E_{\rm vac}\int E_s\,dz+\frac{\varepsilon_0}{2}E_{\rm vac}^2L=-\frac{m^2}{\varepsilon_0L}+\frac{m^2}{2\varepsilon_0L}=-\frac{m^2}{2\varepsilon_0L}.$$

The total $(m-m_0)^2/(2\alpha)-m^2/(2\varepsilon_0L)$ has the second derivative $1/\alpha-1/(\varepsilon_0L)$. For $\alpha>0$ it has a minimum only if $L>\alpha/\varepsilon_0$. In a shorter cell the linear model has no stable state.

### 3. Extraction and meaning

Call the intercept of the line $A$ and its slope $B$. By (4), $A=1/m_0$ and $B=-\alpha/(\varepsilon_0m_0)$, so

$$m_0=\frac1A,\qquad \alpha=-\varepsilon_0\frac BA .$$

In practice one plots $\varepsilon_0/m$:

| $1/L$ (1/nm) | $\varepsilon_0/m$ (1/V) |
|---|---|
| 0.33333 | 0.71302 |
| 0.28571 | 0.78521 |
| 0.25000 | 0.83938 |
| 0.20000 | 0.91523 |
| 0.16667 | 0.96582 |

A least-squares line has intercept $1.21860$ V$^{-1}$ and slope $-1.51680$ nm/V. Hence

$$\frac{m_0}{\varepsilon_0}=\frac{1}{1.21860}\ {\rm V}=0.8206\ {\rm V},\qquad \frac{\alpha}{\varepsilon_0}=\frac{1.51680}{1.21860}\ {\rm nm}=1.2447\ {\rm nm}.$$

Multiplication by $\varepsilon_0$ gives $m_0=7.27$ pC/m and $\alpha=1.10\times10^{-20}$ F. The largest residual of the fit, multiplied by $m_0/\varepsilon_0$, is $2\times10^{-5}$.

The isolated film with open boundaries provides an independent reference. Its dipole in zero field is $0.8204$ V, and finite differences in an applied field give $\alpha/\varepsilon_0=1.2461$ nm. Relative to these values the fit is off by $0.02\,\%$ in $m_0$ and by $-0.11\,\%$ in $\alpha$. Both roads use a mesh of 60 points per nm. Refining the mesh to 100 points per nm shifts the isolated values by $0.003$ V and $0.0007$ nm. If the error falls as the square of the mesh spacing, the limits for a fine mesh are $0.825$ V and $1.247$ nm. The dipole of the 3 nm cell would rise by about $0.009$ V. The further digits printed here serve only to compare the two roads on the same mesh.

**Two cells are enough in principle.** Subtracting $m=m_0+\alpha m/(\varepsilon_0L)$ for two heights removes $m_0$:

$$\frac{\alpha}{\varepsilon_0}=\frac{m_1-m_2}{m_1/L_1-m_2/L_2}.$$

The cells of 4 and 6 nm give

$$\frac{\alpha}{\varepsilon_0}=\frac{1.19136-1.03539}{0.29784-0.17256}\ {\rm nm}=1.245\ {\rm nm},$$

$$\frac{m_0}{\varepsilon_0}=(1.19136-1.245\times0.29784)\ {\rm V}=0.8205\ {\rm V}.$$

**Extrapolating $m$ itself.** A straight line through $m$ against $1/L$, using the same five cells, gives $0.658$ V at $1/L=0$, which is $19.8\,\%$ below the isolated value. By (3), $m$ is a convex function of $1/L$. A least-squares line cuts a convex curve twice within the range of the data and runs below it outside that range. The bias would shrink with taller cells, but here $\alpha/(\varepsilon_0L)$ still lies between 0.21 and 0.41.

**Meaning of $\alpha$.** Suppose the interior of a metal film is fully screened. A change $\delta E$ of the outer field must then end on induced surface charges $\mp\varepsilon_0\delta E$. If their centroids are a distance $d_{\rm eff}$ apart, the dipole changes by $\delta m=\varepsilon_0\,\delta E\,d_{\rm eff}$, so $\alpha/\varepsilon_0=d_{\rm eff}$. The background of this film is 1.10 nm thick. Read in this way, the result places the two centroids outside the background edges by about 0.15 nm in total. In a film this thin the screening is not quite complete. A change of the outer field survives inside at up to about 9 % locally, and each side carries about 98.5 % of $\varepsilon_0\delta E$. The centroids of these slightly smaller charges lie about 0.17 nm outside the edges in total.

**Meaning of $m_0$.** For the isolated film in zero field, the potential on the right exceeds that on the left by $-\int E_s\,dz=m_0/\varepsilon_0$. An electron outside the dilute face thus has the lower energy. Since the film has one Fermi level, $m_0/\varepsilon_0=0.82$ V is the difference between the work functions of its two faces, divided by $e$. Inserting (3) into (1) gives

$$E_{\rm vac}=\frac{m_0/\varepsilon_0}{L-\alpha/\varepsilon_0},$$

which is this contact potential divided by the effective gap between one film and the next. As $L\to\infty$ the field vanishes, but the voltage across the vacuum tends to $m_0/\varepsilon_0$. A taller cell weakens the tilt of the potential without removing the total drop.

### 4. Curvature and failure

Let the response contain a quadratic term, $m=m_0+\alpha E+\tfrac12\beta E^2$. With $E=m/(\varepsilon_0L)$ it reads

$$m=m_0+\frac{\alpha m}{\varepsilon_0L}+\frac{\beta m^2}{2\varepsilon_0^2L^2}.$$

Dividing by $m\,m_0$ and solving for $1/m$ gives

$$\frac1m=\frac1{m_0}\left[1-\frac{\alpha}{\varepsilon_0L}-\frac{\beta m}{2\varepsilon_0^2L^2}\right]. \tag{5}$$

Since $m/m_0>0$, a negative $\beta$ bends the plot of $1/m$ against $1/L$ upwards from its tangent at $1/L=0$, and a positive $\beta$ bends it downwards. The isolated film has $\beta/\varepsilon_0=-0.00476$ nm$^2$/V, so its plot bends upwards. In the 3 nm cell the last term, with its sign, is

$$+\frac{0.00476\times1.40248}{2\times3.0^2}=0.00037,$$

to be compared with $1-1.2461/3.0=0.585$ from the first two. With the isolated $m_0$ and $\alpha$, equation (4) misses the computed $1/m$ at 3 nm by $-0.061\,\%$. Equation (5) misses it by $0.003\,\%$.

The same $\beta$ explains why the extracted $\alpha$ is slightly low. For a quadratic response, the two-cell formula returns the secant slope

$$\frac{m_1-m_2}{E_1-E_2}=\alpha+\frac{\beta}{2}(E_1+E_2).$$

For the 4 and 6 nm cells, division by $\varepsilon_0$ gives $1.2461-0.00476\times0.235=1.2450$ nm, as found above. Taller cells have weaker fields and bring the secant closer to $\alpha$, at a higher cost.

**Too little vacuum.** In a cell of 1.6 nm only 0.5 nm of vacuum remains, and the densities of neighbouring films overlap. The fitted line predicts $m/\varepsilon_0=3.70$ V. With the cell cut midway between the films and only the Bloch wave number $k_z=0$ along the normal, the calculation gives $2.99$ V. Multiplied by $m_0$, the departure of $1/m$ from the line is then $0.052$.

These two numbers are not converged properties of the film. Electrons can now pass from one film to the next, so their energies depend on $k_z$. Sampling $k_z$ raises $m/\varepsilon_0$ to about 3.2 V and lowers the departure to about $0.035$. The dipole also depends on where the cell is cut: with $k_z$ sampled, moving the cut by 0.05 nm changes $m/\varepsilon_0$ by about $-1.3$ V if it moves towards the dense face and by about $+0.8$ V if it moves towards the dilute face.

Nonlinear response is not the main cause. An isolated film in the same nominal field $m/(\varepsilon_0L)$ of 1.9 V/nm has $m/\varepsilon_0=3.14$ V, and its whole nonlinear response accounts for only about $0.002$ of the departure. The failure comes from the overlap, which takes away the basis of (2).

**Leakage and lateral structure.** In the 3 nm cell the vacuum is 1.90 nm wide, and the potential energy at its middle lies $U=3.35$ eV above the Fermi level. A square-barrier estimate of tunnelling, $\exp(-2w\sqrt{2m_{\rm e}U}/\hbar)$ with $w$ the vacuum width and $m_{\rm e}$ the electron mass, is $3\times10^{-16}$. In the cells of the first table, the electrostatic potential energy of an electron in the vacuum, measured from the Fermi level and taken more than about 0.2 nm from the film, stays between the two work functions, about 2.9 and 3.8 eV. A strong added field, as in Variation 2, could pull it below the Fermi level. Electrons would then collect in the vacuum and the method would fail. Jellium has no lateral structure. For an assumed lateral period of 1.0 nm, the factor $e^{-Gw}$ with $G=2\pi/(1.0\ {\rm nm})$ would be $6.5\times10^{-6}$.

**The real case.** Density parameters of 2 and 4 bohr are close to those of aluminium and sodium. The measured work functions of these metals are roughly 4.2 and 2.7 eV, which suggests a contact potential near 1.5 V, almost twice the 0.82 V found here. The model replaces the ions by a uniform background, its layers are only a few atoms thick, and the local density approximation lacks the image tail of the surface potential. A real film may also intermix or oxidise. Thicker films of the same two densities, up to both layers doubled, gave contact potentials between about 0.80 and 0.99 V, with no steady trend. Layers of 0.5 and 0.8 nm gave 0.80 V, layers of 0.75 and 0.9 nm gave 0.99 V, and layers of 1.0 and 1.2 nm gave 0.86 V. Thickness therefore matters, but it did not close the gap in these trials. The other simplifications can also change the intercept and slope; their effects were not computed. The derivation of (4) does not rely on jellium, so the line remains valid under the conditions stated above.

## Variation 1: an insulating slab with a local dielectric constant

*A slab carries frozen charges in a linear medium with relative permittivity $\varepsilon_r(z)$. Find $\alpha$.*

A change $\delta E$ of the vacuum field changes the displacement by $\varepsilon_0\,\delta E$. This change is uniform through the slab, because the frozen charges stay fixed. The inner field therefore changes by $\delta E/\varepsilon_r$, and the polarisation by $\varepsilon_0(\varepsilon_r-1)\,\delta E/\varepsilon_r$. Integration over the slab gives

$$\frac{\alpha}{\varepsilon_0}=\int\left(1-\frac1{\varepsilon_r(z)}\right)dz .$$

For finite $\varepsilon_r\ge1$ this is less than the thickness, so any cell that holds the slab satisfies $L>\alpha/\varepsilon_0$. For $\varepsilon_r\to\infty$ it tends to the thickness, the metallic result without spill-out.

This slab is strictly linear, so its line must be straight. A discrete version was solved with 12 links between neighbouring sites whose $\varepsilon_r$ rises evenly from 2 to 6, frozen charges $-1$ and $+1$ seven sites apart inside the slab, and periodic cells of 40, 55, 80 and 130 sites. The largest relative departure from a straight line was $9\times10^{-13}$. The line gave $\alpha/\varepsilon_0=8.638773$ site spacings, and the sum of $1-1/\varepsilon_r$ gives the same number.

## Variation 2: a symmetric slab

*For a symmetric slab $m_0=0$, and (4) cannot be used. How can $\alpha$ be found?*

Equation (3) now gives $m=0$ for every $L>\alpha/\varepsilon_0$, so the uncorrected cells carry no information on $\alpha$. Add a sawtooth potential that applies a field $E_a$ around the slab and has its jump in the vacuum. The slab's own potential is still periodic and still contributes the field (1). The total outer field is $E_a+m/(\varepsilon_0L)$, and linear response reads

$$m=\alpha\left(E_a+\frac{m}{\varepsilon_0L}\right).$$

Division by $\alpha m$ and rearrangement give

$$\frac{E_a}{m}=\frac1\alpha-\frac1{\varepsilon_0L}.$$

The slope against $1/L$ is now known in advance, so a single cell yields $\alpha$, and a second one tests the linearity. Taking $m/E_a$ for the polarisability would overestimate it by the factor $1/[1-\alpha/(\varepsilon_0L)]$. For a symmetric film with $\alpha/\varepsilon_0=1.245$ nm in a 3 nm cell, that factor is $1/(1-0.415)=1.71$.

The full numerical output follows.

## Values computed for the example and the checks

```
density parameters: 2.0, 4.0 bohr
layer thicknesses: 0.50, 0.60 nm
temperature: 300 K; mesh: 60 points/nm
uncorrected cells: L, m/eps0, 1/L, eps0/m, vacuum field
 3.0 nm 1.40248 V 0.33333 1/nm 0.71302 1/V 0.46749 V/nm
 3.5 nm 1.27354 V 0.28571 1/nm 0.78521 1/V 0.36387 V/nm
 4.0 nm 1.19136 V 0.25000 1/nm 0.83938 1/V 0.29784 V/nm
 5.0 nm 1.09262 V 0.20000 1/nm 0.91523 1/V 0.21852 V/nm
 6.0 nm 1.03539 V 0.16667 1/nm 0.96582 1/V 0.17256 V/nm
fit intercept: 1.21860 1/V
fit slope: -1.51680 nm/V
largest fit residual times m0/eps0: 2.01e-05
m0/eps0 from fit: 0.8206 V
m0/eps0 isolated film: 0.8204 V
alpha/eps0 from fit: 1.2447 nm
alpha/eps0 isolated film: 1.2461 nm
fit error of m0: 0.02 %
fit error of alpha: -0.11 %
m0 from fit: 7.266 pC/m
alpha from fit: 1.1021e-20 F
two cells (4, 6 nm) m0/eps0: 0.8205 V
two cells (4, 6 nm) alpha/eps0: 1.2450 nm
m0/eps0 if m is extrapolated in 1/L: 0.6582 V
its error: -19.8 %
isolated film in field of 3 nm cell, m/eps0: 1.40248 V
beta/eps0 isolated film: -0.00476 nm^2/V
error of 1/m at 3 nm, linear: -0.061 %
error of 1/m at 3 nm, with beta: 0.003 %
short cell 1.6 nm, m/eps0: 2.9905 V
short cell, line predicts: 3.6955 V
short cell deviation of 1/m times m0: 0.0523
mesh 60 to 100 per nm, shift of m0/eps0: 0.00295 V
mesh 60 to 100 per nm, shift of alpha/eps0: 0.00065 nm
box 3.6 to 4.4 nm, shift of m0/eps0: -5.2e-10 V
box 3.6 to 4.4 nm, shift of alpha/eps0: 3.3e-09 nm
vacuum width in 3 nm cell: 1.90 nm
mid-vacuum barrier in 3 nm cell: 3.349 eV
tunnelling factor across vacuum: 3.4e-16
lateral period assumed: 1.0 nm
lateral corrugation factor: 6.5e-06
dielectric slab, largest departure from line: 8.6e-13
dielectric slab, alpha/eps0 from line: 8.638773 sites
dielectric slab, sum of 1-1/eps: 8.638773 sites
```
